# Finding the asymmetry parameter from nuclear quadrupole resonance lines

## Problem

A nucleus with spin $I$ and electric quadrupole moment $Q$ sits in a crystal, where the surrounding charges produce an electric field gradient. There is no magnetic field, and other couplings of the spin are neglected. The gradient is the tensor $V_{ij}$ of second derivatives of the electrostatic potential at the nucleus. Its principal axes are named so that $|V_{xx}|\le|V_{yy}|\le|V_{zz}|$, and it is described by

$$C_Q=eQV_{zz},\qquad \eta=\frac{V_{xx}-V_{yy}}{V_{zz}},\qquad 0\le\eta\le1 .$$

Here $e>0$ is the proton charge, $\hbar=1$, the spin operators are dimensionless, and $C_Q$ is an energy.

1. Which resonance energies does a nucleus with $I=3/2$ show? Do they determine $C_Q$ and $\eta$?
2. If they do not, what does a weak magnetic field along a principal axis add?
3. Answer question 1 for $I=5/2$.

For numbers, take $eV_{zz}=100$ eV/Å$^2$, $Q=2\times10^{-9}$ Å$^2$ and $\eta=0.6$ for both spins. These are round model parameters. They give $C_Q=2\times10^{-7}$ eV $=200$ neV, or 48.36 MHz as a frequency.

## The Hamiltonian

Expanding the potential to second order gives the energy $\tfrac12\sum_{ij}V_{ij}\int\rho\,r_ir_j\,d^3r$ of the nuclear charge density $\rho$. Since $\sum_iV_{ii}=0$ for external charges, a multiple of $\delta_{ij}$ may be subtracted from $r_ir_j$ at no cost:

$$H=\frac16\sum_{ij}V_{ij}Q_{ij},\qquad Q_{ij}=\int\rho\,(3r_ir_j-\delta_{ij}r^2)\,d^3r .$$

Within the states of one spin $I$, the Wigner–Eckart theorem makes this symmetric traceless tensor proportional to the one built from the spin:

$$Q_{ij}=K\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}\mathbf I^2\right].$$

The moment is defined by $\langle Q_{zz}\rangle=eQ$ in the state $m=I$. There the bracket equals $3I^2-I(I+1)=I(2I-1)$, so $K=eQ/[I(2I-1)]$.

In principal axes the term with $\mathbf I^2$ drops out, again because the trace vanishes. With $v_k=V_{kk}/V_{zz}$,

$$H=\frac{C_Q}{2I(2I-1)}\sum_kv_kI_k^2 . \tag{1}$$

The conditions $v_x+v_y=-1$ and $v_x-v_y=\eta$ give

$$v_x=-\frac{1-\eta}2,\qquad v_y=-\frac{1+\eta}2,\qquad v_z=1 .$$

For any principal axis $k$, with $i,j$ the other two in cyclic order, $v_i+v_j=-v_k$. Hence

$$v_iI_i^2+v_jI_j^2=-\frac{v_k}2(I_i^2+I_j^2)+\frac{v_i-v_j}2(I_i^2-I_j^2).$$

Using $I_i^2+I_j^2=\mathbf I^2-I_k^2$, equation (1) becomes

$$H=\frac{C_Q}{4I(2I-1)}\left[v_k(3I_k^2-\mathbf I^2)+(v_i-v_j)(I_i^2-I_j^2)\right]. \tag{2}$$

For $k=z$ the coefficients are $1$ and $\eta$.

## First estimate by scaling

$H$ is proportional to $C_Q$, so each resonance energy is $|C_Q|$ times a function of $\eta$. The operator $I_i^2-I_j^2$ changes $m$ by $\pm2$. The states therefore separate into two blocks. For half-integer $I$, as in both cases here, $m$ and $-m$ differ by an odd integer, so the blocks are exchanged by $m\to-m$ and have equal matrices. Every level is then at least doubly degenerate, and there are at most $I+\tfrac12$ distinct levels.

- $I=3/2$: two levels, one gap, two unknowns. One number cannot fix both.
- $I=5/2$: three levels, two independent gaps, two unknowns. A solution is possible, but counting does not show that it is unique.

The sizes follow from setting $\eta=0$, where the levels are $C_Q(3m^2-I(I+1))/[4I(2I-1)]$. For $I=3/2$ the gap is $3\cdot2\,C_Q/12=C_Q/2=100$ neV. For $I=5/2$ the gaps are $3\cdot4\,C_Q/40=60$ neV and $3\cdot2\,C_Q/40=30$ neV.

A rotation by $90^\circ$ about $z$ exchanges $I_x^2$ and $I_y^2$, which is the same as $\eta\to-\eta$. The spectrum is therefore even in $\eta$. For half-integer $I$ the states within one block have different $|m|$ and so different energies at $\eta=0$. The $\eta$ term then acts only in second order, and corrections should start at relative order $\eta^2=0.36$. (Evenness alone would not be enough: for $I=1$ the degenerate states $m=\pm1$ lie in one block, and the two upper lines $|C_Q|(3\pm\eta)/4$ move linearly in $\eta$.) A magnetic field with Zeeman energy $b$ should shift lines by an amount of order $b$.

## Exact solution for spin 3/2

**Zero field.** Use $I_i^2-I_j^2=\tfrac12(I_+^2+I_-^2)$, with the ladder operators of axis $k$. In the block $\{m=\tfrac32,-\tfrac12\}$,

$$\langle\tfrac32|I_+^2|{-\tfrac12}\rangle=\sqrt3\cdot2,$$

so the off-diagonal element of $I_i^2-I_j^2$ is $\sqrt3$. The diagonal elements of $3I_k^2-\mathbf I^2$ are $\tfrac{27}4-\tfrac{15}4=3$ and $\tfrac34-\tfrac{15}4=-3$. With the prefactor $C_Q/12$,

$$H=\frac{C_Q}4\begin{pmatrix}v_k&w_k\\w_k&-v_k\end{pmatrix},\qquad w_k=\frac{v_i-v_j}{\sqrt3}. \tag{3}$$

The eigenvalues are $\pm\tfrac14C_Q\sqrt{v_k^2+w_k^2}$. They cannot depend on the axis chosen for quantization, so the root may be evaluated for $k=z$, where $v_z=1$ and $w_z=\eta/\sqrt3$:

$$\rho\equiv\sqrt{v_k^2+w_k^2}=\sqrt{1+\eta^2/3}.$$

The other block has the same levels. The single resonance lies at

$$E_0=\frac{|C_Q|}2\sqrt{1+\frac{\eta^2}3}. \tag{4}$$

In the example $\rho=1.0583$ and $E_0=100\times1.0583=105.83$ neV, or 25.59 MHz. An axial site ($\eta=0$) with $C_Q=211.66$ neV gives the same line. Since $1\le\rho\le2/\sqrt3$, the line does confine $|C_Q|$ to the range from $\sqrt3E_0$ to $2E_0$, but it leaves $\eta$ open.

**Line strength.** The ambiguity belongs to the line position. The strength also depends on $\eta$ when a single crystal is turned in the radio-frequency (rf) field. For an rf field along $k$, the transition operator is $I_k$. In the block of (3) it equals $\tfrac12+\sigma_z$, where $\sigma_z=\mathrm{diag}(1,-1)$. The eigenvectors are $(\cos\alpha,\sin\alpha)$ and $(-\sin\alpha,\cos\alpha)$ with $\cos2\alpha=v_k/\rho$. The constant $\tfrac12$ does not connect orthogonal states, and $\sigma_z$ gives $-\sin2\alpha$. Summing the squares over both blocks,

$$s_k=2\left(1-\frac{v_k^2}{\rho^2}\right).$$

The example gives 1.93, 0.86 and 0.21 for rf along $x$, $y$ and $z$. A magnetic field is therefore one way to find $\eta$, but not a necessary one. Its advantage is that it turns the question back into a measurement of line positions.

**Field along a principal axis.** Let a static field along axis $k$ add $-bI_k$, where $b=\gamma B$ is the Zeeman energy and $\gamma$ the gyromagnetic ratio, taken positive. In the first block $-bI_k=-\tfrac b2-b\sigma_z$. In the mirrored block $\{-\tfrac32,\tfrac12\}$ the sign is reversed. The constant shifts both levels of a block equally, while the diagonal entry $C_Qv_k/4$ becomes $C_Qv_k/4\mp b$. The gap inside a block is twice the length of the vector formed by the diagonal and off-diagonal entries, so its square is

$$4\left[\left(\frac{C_Qv_k}4\mp b\right)^2+\frac{C_Q^2w_k^2}{16}\right]=\frac{C_Q^2\rho^2}4\mp2C_Qv_kb+4b^2 .$$

An rf field along the static field acts within the blocks and drives these two transitions (for $k=z$ this requires $\eta>0$). Naming the larger energy $E_+$,

$$E_\pm^2=E_0^2\pm2|C_Qv_k|b+4b^2. \tag{5}$$

For $b\ll E_0$ the square root can be expanded:

$$E_\pm\approx E_0\pm\frac{|C_Qv_k|b}{E_0}=E_0\pm\frac{2|v_k|}\rho\,b .$$

The splitting $4|v_k|b/\rho$ is proportional to $|V_{kk}/V_{zz}|$ and does not contain $C_Q$, so comparing axes gives the relative sizes of the principal components of the gradient. The square roots can be avoided altogether, because (5) gives

$$D_k\equiv E_+^2-E_-^2=4|C_Qv_k|b .$$

Take two measurements with the same $b$, along $x$ and along $y$. Since $|v_y|+|v_x|=1$ and $|v_y|-|v_x|=\eta$,

$$\eta=\frac{D_y-D_x}{D_y+D_x}. \tag{6}$$

Neither $b$ nor $C_Q$ has to be known, but the principal axes do: (6) assumes a single crystal with the field exactly along $x$ and along $y$. For $\eta=0.6$ and $b=2$ neV, tilting both fields toward $z$ adds two weak lines, and (6) applied to the strong lines returns 0.604 for a tilt of $2^\circ$ and 0.626 for $5^\circ$. With $\eta$ in hand, (4) gives $|C_Q|$.

For $b=2$ neV, the field along $x$ gives lines at 105.1475 and 106.6583 neV, and the field along $y$ gives 102.8397 and 108.8853 neV. The differences of squares are $D_x=320$ and $D_y=1280$ neV$^2$, so $\eta=960/1600=0.6$. Then $|C_Q|=2\times105.83/1.0583=200$ neV.

The direction of the rf field matters. An rf field perpendicular to the static field changes $m$ by $\pm1$ and connects the two blocks, whose mean energies are $-b/2$ and $+b/2$. If the gaps inside the blocks are $g_1$ and $g_2$, the levels are $-\tfrac b2\pm\tfrac12g_1$ and $+\tfrac b2\pm\tfrac12g_2$, and the two lines near $E_0$ lie at $\tfrac12(g_1+g_2)\mp b$. Their separation is $2b$ whatever the value of $\eta$, so this splitting contains no information on the asymmetry. For $\eta>0$ the same rf field also connects the two members of each split doublet, at the low energies $|b\pm\tfrac12(g_1-g_2)|$, which do depend on $\eta$.

## Exact solution for spin 5/2

**Levels.** Write $E=C_Qx/20$. The prefactor in (2) is $C_Q/40$, so $x$ is an eigenvalue of $\tfrac12[3I_z^2-\mathbf I^2+\eta(I_x^2-I_y^2)]$. In the block $\{\tfrac52,\tfrac12,-\tfrac32\}$ the diagonal elements are

$$\tfrac12\left(\tfrac{75}4-\tfrac{35}4\right)=5,\quad \tfrac12\left(\tfrac34-\tfrac{35}4\right)=-4,\quad \tfrac12\left(\tfrac{27}4-\tfrac{35}4\right)=-1 .$$

The off-diagonal elements are $\tfrac\eta4\langle I_+^2\rangle$. From $\langle\tfrac52|I_+^2|\tfrac12\rangle=\sqrt5\sqrt8$ and $\langle\tfrac12|I_+^2|{-\tfrac32}\rangle=3\sqrt8$, their squares are $\tfrac52\eta^2$ and $\tfrac92\eta^2$. The determinant condition is

$$(x-5)(x+4)(x+1)-\tfrac52\eta^2(x+1)-\tfrac92\eta^2(x-5)=0 .$$

The first product is $x^3-21x-20$, and the other terms add up to $-7\eta^2x+20\eta^2$. Thus

$$x^3-7(3+\eta^2)x-20(1-\eta^2)=0. \tag{7}$$

**From lines to parameters.** Reversing the sign of $C_Q$ turns the level scheme upside down and leaves every gap unchanged, so the sign cannot be found from line positions. Let $C=|C_Q|$ and treat the positive case. The roots $x_1\ge x_2\ge x_3$ of (7) have sum zero and product $20(1-\eta^2)\ge0$. Since $x_1>0>x_3$, the middle root satisfies $x_2\le0$. The upper gap exceeds the lower one by

$$(x_1-x_2)-(x_2-x_3)=-3x_2\ge0 ,$$

where $x_1+x_3=-x_2$ was used. Call the upper gap $p$ and the lower gap $q$, both as energies, so that $p\ge q$. Because the level energies sum to zero, they are

$$\frac{2p+q}3,\qquad\frac{q-p}3,\qquad-\frac{p+2q}3 .$$

The sum of their products in pairs is minus half the sum of their squares, which is $-\tfrac13(p^2+pq+q^2)$. Comparing this sum and the product of all three with the coefficients of (7), scaled by $(C/20)^2$ and $(C/20)^3$, gives

$$S\equiv p^2+pq+q^2=\frac{21}{400}C^2(3+\eta^2),$$

$$P\equiv\frac{(2p+q)(p-q)(p+2q)}{27}=\frac{C^3(1-\eta^2)}{400}.$$

The first relation yields $C^2\eta^2=\tfrac{400}{21}S-3C^2$. Inserting this in $400P=C^3-C\cdot C^2\eta^2$ gives $400P=4C^3-\tfrac{400}{21}SC$, or

$$C^3-\frac{100}{21}SC-100P=0,\qquad \eta^2=\frac{400S}{21C^2}-3. \tag{8}$$

To count the positive solutions, divide the cubic by $C$: $C^2-\tfrac{100}{21}S=100P/C$. For $C>0$ the left side increases, and the right side does not increase because $P\ge0$. They meet once. The two gaps therefore determine $|C_Q|$ and $\eta$ uniquely.

In the example $p=56.532$ neV (13.669 MHz) and $q=39.992$ neV (9.670 MHz). They give $S=7056$ neV$^2$ and $P=12800$ neV$^3$. The value $C=200$ neV solves (8), since in neV$^3$

$$8.00\times10^6-6.72\times10^6-1.28\times10^6=0 .$$

Then $\eta^2=3.36-3=0.36$ and $\eta=0.6$. The axial site that was indistinguishable for $I=3/2$ would give 63.5 and 31.7 neV here.

**Identifying the lines.** Equation (8) requires the gaps between adjacent levels. For $\eta>0$ a third transition, between the outer levels, can appear at $p+q=96.52$ neV. Its squared matrix elements, summed over the three rf axes, amount to 0.26, against 4.97 for $p$ and 6.19 for $q$. If it were mistaken for $p$, and $p$ for $q$, the ratio would be $96.52/56.53=1.71$. This lies inside the allowed range from 1 to 2, so the ratio alone would not expose the error. Observing three distinct lines with $0<\eta<1$ does, because the highest is the sum of the others. At $\eta=1$, $P=0$ and the adjacent gaps coincide, so the lines lie at $p$ and $2p$. An axial site with a coupling larger by the factor $\sqrt{28}/3\approx1.76$ has its two lines at the same positions. Here the strengths must decide: the upper line is much weaker than the lower one at $\eta=1$, but of comparable strength at the axial site. Once the lines are identified, the gaps fix both parameters in either case.

## Comparison

| Line | Scaling, neV | Exact, neV | Error relative to exact |
|---|---|---|---|
| $I=3/2$ | 100 | 105.8 | $-6\%$ |
| $I=5/2$, $p$ | 60 | 56.5 | $+6\%$ |
| $I=5/2$, $q$ | 30 | 40.0 | $-25\%$ |

The large error in $q$ can be traced with second-order perturbation theory. The diagonal values $-1$ and $-4$ are only 3 apart and have the larger squared coupling, $\tfrac92\eta^2$. They repel by $\tfrac32\eta^2$ each. The values $5$ and $-4$ are 9 apart and repel by $\tfrac5{18}\eta^2$ each. Hence

$$\frac{20p}C\approx6-\frac{11}9\eta^2,\qquad\frac{20q}C\approx3+\frac{59}{18}\eta^2 .$$

For $\eta=0.6$ this gives 55.6 and 41.8 neV, much closer to the exact values. To the same order $p/q\approx2-\tfrac{70}{27}\eta^2$. The ratio is flat near $\eta=0$, so for small $\eta$ a given error in the ratio produces an error in $\eta$ that grows as $1/\eta$. At $\eta=0.2$, where the exact ratio is 1.90, a relative error of $10^{-3}$ in the ratio shifts $\eta$ by only about 0.002. At $\eta=0.02$ a ratio that is too low by the same fraction shifts $\eta$ by about 0.014, comparable to $\eta$ itself, while one that is too high by this fraction exceeds 2 and matches no $\eta$ at all.

The Zeeman estimate, a shift of order $b=2$ neV, compares with exact half separations of 0.76 neV along $x$ and 3.02 neV along $y$. The factor missing from the estimate is $2|v_k|/\rho$, and it is this factor that carries $\eta$. It is not always of order one: along $x$ it vanishes as $\eta\to1$, where the two lines merge and only a shift of second order in $b$ remains.

Counting levels gave the right verdict for $I=3/2$. For $I=5/2$ it gave only the possibility of a solution, and the monotonic argument below (8) supplies the uniqueness once the adjacent gaps are identified. The numerical check checks the line formulas and both inversions against diagonalization of the full spin Hamiltonian.

## Calculated quantities

```
e V_zz = 100 eV/angstrom^2
Q = 2.0e-09 angstrom^2
eta = 0.6
C_Q = 200.0 neV = 48.360 MHz
rho = 1.05830
Spin 3/2, zero field
  line = 105.8301 neV = 25.590 MHz
  axial rival: C_Q = 211.6601 neV, line = 105.8301 neV
  strength, rf along x = 1.9286
  strength, rf along y = 0.8571
  strength, rf along z = 0.2143
Spin 3/2 with Zeeman energy b = 2.0 neV, rf along the field
  field along x: lines 105.1475 and 106.6583 neV
    half separation = 0.7554 neV
    first-order half separation = 0.7559 neV
    difference of squares D_x = 320.000 neV^2
  field along y: lines 102.8397 and 108.8853 neV
    half separation = 3.0228 neV
    first-order half separation = 3.0237 neV
    difference of squares D_y = 1280.000 neV^2
  eta from D_x and D_y = 0.6000
  C_Q from line and this eta = 200.000 neV
Spin 5/2, zero field
  reduced levels x = -4.5505 -0.5513 5.1019
  upper line p = 56.5320 neV = 13.669 MHz
  lower line q = 39.9917 neV = 9.670 MHz
  ratio p/q = 1.4136
  axial rival: p = 63.4980 neV, q = 31.7490 neV
  S = 7056.000 neV^2, P = 12800.00 neV^3
  C_Q from the cubic = 200.000 neV
  eta from the lines = 0.6000
  third line at p + q = 96.5236 neV
  strengths summed over rf axes: p 4.965, q 6.191, p+q 0.263
  largest third/weaker strength ratio, eta 0 to 1 = 0.066
Spin 5/2 ratio p/q against eta
  eta = 0.0: p/q = 2.0000
  eta = 0.2: p/q = 1.9029
  eta = 0.4: p/q = 1.6728
  eta = 0.6: p/q = 1.4136
  eta = 0.8: p/q = 1.1842
  eta = 1.0: p/q = 1.0000
```
